# Strain splitting of the J = 3/2 valence edge at zone centre

## The decision

To find how strain splits the valence edge of a cubic semiconductor, one can run a new band calculation for every strain tensor, or determine two constants once and use a formula. The second way is justified when the strain is small and the splitting is small compared with the spin-orbit gap. These notes derive the formula, then the leading correction, which tells when the four-band formula no longer suffices and the spin-orbit gap must enter as well.

## Setting and statement

The crystal has the diamond or zincblende structure, and its highest valence level at \(\mathbf k=0\) is a quartet with \(J=3/2\). In zincblende, terms linear in \(\mathbf k\) can move the band maximum slightly away from this point; the formulas below concern the levels at \(\mathbf k=0\). The strain \(e_{ij}\) is homogeneous, symmetric and small. Shears are tensor components, half the engineering shears. Energies are electron energies, so the higher level is the valence edge at \(\mathbf k=0\). The matrices \(J_i\) are in units of \(\hbar\), and \(\{A,B\}=(AB+BA)/2\). No electromagnetic unit enters.

To first order in strain, and within the quartet, the Bir-Pikus matrix is

\[
H=a\,t-b\sum_i\left(J_i^2-\tfrac54\right)e_{ii}-\frac{2d}{\sqrt3}\sum_{i<j}\{J_i,J_j\}e_{ij},\qquad t=\mathrm{Tr}\,e .
\]

Its levels are \(E_\pm=a\,t\pm R\), each a Kramers doublet, with

\[
R^2=\frac{b^2}{2}\left[(e_{xx}-e_{yy})^2+(e_{yy}-e_{zz})^2+(e_{zz}-e_{xx})^2\right]+d^2\left(e_{xy}^2+e_{yz}^2+e_{zx}^2\right).
\]

The splitting is \(2R\). The expression under the root is quadratic, so doubling every strain component doubles the splitting. For hydrostatic strain \(R=0\) and the doublets merge into a quartet.

## Why three constants suffice

The Hermitian operators on four states form a 16-dimensional space. Symmetrized products of the \(J_i\) span it, with ranks 0, 1, 2, 3 and \(1+3+5+7=16\) members. Time reversal \(\Theta\) changes the sign of each \(J_i\), so ranks 1 and 3 are odd. Strain is even and cannot multiply them. Six operators remain: the unit matrix and five of rank 2.

Under the cubic rotations the six strains fall into three irreducible sets: the trace, the two traceless diagonal combinations, and the three shears. The six operators fall into the same three sets. By Schur's lemma an invariant linear in strain pairs only sets that transform alike, with one constant per pair. The constants are \(a\), \(b\) and \(d\). Averaging over the 24 rotations numerically gives three invariants, and four if time reversal is not imposed. In diamond, inversion is a further symmetry; in zincblende, half of the 24 rotations are symmetries only when combined with inversion. Neither fact changes the count, since strain and \(\mathbf J\) are both even under inversion.

A shear also displaces the two atoms of the cell relative to each other. To first order this displacement is linear in the strain and obeys the same symmetry, so it changes the value of \(d\) and not the form of \(H\). A calculation of \(d\) for a real crystal must therefore relax the atoms.

## The matrix

Order the states as \(J_z=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\). The elements of \(J_+\) between neighbours are \(\sqrt3,2,\sqrt3\).

**Diagonal strains.** From \(J_x^2+J_y^2=\tfrac{15}4-J_z^2\),

\[
J_{x,y}^2-\tfrac54=-\tfrac12\left(J_z^2-\tfrac54\right)\pm\tfrac12\left(J_x^2-J_y^2\right),
\]

with the upper sign for \(x\). Hence

\[
\sum_i e_{ii}\left(J_i^2-\tfrac54\right)=\left(e_{zz}-\frac{e_{xx}+e_{yy}}2\right)\left(J_z^2-\tfrac54\right)+\frac{e_{xx}-e_{yy}}2\left(J_x^2-J_y^2\right).
\]

Here \(J_z^2-\tfrac54\) is \(\mathrm{diag}(1,-1,-1,1)\). Also \(J_x^2-J_y^2=(J_+^2+J_-^2)/2\). The elements of \(J_+^2\) from \(-\tfrac12\) to \(\tfrac32\) and from \(-\tfrac32\) to \(\tfrac12\) are both \(2\sqrt3\), so those of \(J_x^2-J_y^2\) are \(\sqrt3\).

**Shears.** Since \(\{J_x,J_y\}=(J_+^2-J_-^2)/(4i)\), the same two elements are \(-i\sqrt3/2\). For \(\{J_z,J_x\}\), the element between neighbours \(m\) and \(m'\) is \(\tfrac12(m+m')\langle m|J_x|m'\rangle\). This is \(\sqrt3/2\) for \((\tfrac32,\tfrac12)\), zero for \((\tfrac12,-\tfrac12)\), and \(-\sqrt3/2\) for \((-\tfrac12,-\tfrac32)\). For \(\{J_y,J_z\}\) these values are multiplied by \(-i\).

With the prefactors \(-b\) and \(-2d/\sqrt3\), the traceless part of \(H\) is

\[
M=H-a\,t=\begin{pmatrix}F&G&I&0\\G^*&-F&0&I\\I^*&0&-F&-G\\0&I^*&-G^*&F\end{pmatrix},
\]

\[
F=b\left(\frac{e_{xx}+e_{yy}}2-e_{zz}\right),\quad G=-d\,(e_{zx}-ie_{yz}),\quad I=-\frac{\sqrt3}2b\,(e_{xx}-e_{yy})+i\,d\,e_{xy}.
\]

## The levels

Square \(M\). Each diagonal element is \(F^2+|G|^2+|I|^2\). The elements above the diagonal are

\[
\begin{aligned}
(1,2)&:\ FG-GF=0, &(1,3)&:\ FI-IF=0, &(1,4)&:\ GI-IG=0,\\
(2,3)&:\ G^*I-IG^*=0, &(2,4)&:\ -FI+IF=0, &(3,4)&:\ FG-GF=0.
\end{aligned}
\]

Those below vanish because \(M^2\) is Hermitian. Thus \(M^2=(F^2+|G|^2+|I|^2)\,\mathbf 1\), and every eigenvalue of \(M\) is plus or minus the root of this number. Because \(\mathrm{Tr}\,M=0\), each sign occurs twice.

To recover the symmetric form of \(R^2\), write \(u,v,w\) for the diagonal strains:

\[
\left(w-\frac{u+v}2\right)^2+\frac34(u-v)^2=u^2+v^2+w^2-uv-vw-wu=\frac12\left[(u-v)^2+(v-w)^2+(w-u)^2\right].
\]

The left side times \(b^2\) is the diagonal-strain part of \(F^2+|I|^2\). The shears add \(d^2(e_{xy}^2+e_{yz}^2+e_{zx}^2)\), and there is no cross term in \(|I|^2\) because one part of \(I\) is real and the other imaginary. This proves the formula for \(R^2\).

The pairs are Kramers pairs. \(M\) commutes with \(\Theta\), so \(\Theta\psi\) has the same energy as \(\psi\). For an antiunitary operator \(\langle\phi|\chi\rangle=\langle\Theta\chi|\Theta\phi\rangle\), and here \(\Theta^2=-1\). Therefore

\[
\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0,
\]

and the two states are distinct. A magnetic field removes this protection. At a general \(\mathbf k\), \(\Theta\) leads to \(-\mathbf k\), and inversion is needed to return to \(\mathbf k\). Zincblende lacks inversion, so its pairs need not survive there.

## Character and simple cases

For \(R>0\) the projector on the upper doublet is \(P_+=(1+M/R)/2\), because \(M=\pm R\) makes it 1 or 0. The mean weight of \(J_z=\pm\tfrac32\) in that doublet is

\[
\tfrac12\mathrm{Tr}\left[P_+\,\mathrm{diag}(1,0,0,1)\right]=\frac12\left(1+\frac FR\right).
\]

- **Tetragonal strain**, \(e_{xx}=e_{yy}\) without shear: the splitting is \(2|b||e_{zz}-e_{xx}|\). The doublet \(J_z=\pm\tfrac32\) lies on top if \(F>0\).
- **One shear** \(e_{xy}\): the splitting is \(2|d||e_{xy}|\), and each doublet has equal weights of \(\pm\tfrac32\) and \(\pm\tfrac12\).
- **Three equal shears** \(s\): the splitting is \(2\sqrt3|d||s|\).

## Where four bands stop being enough

The quartet comes from p-like orbitals \(X,Y,Z\) combined with spin. The same combination gives a split-off doublet with \(J=1/2\), lower by the spin-orbit gap \(\Delta\). Assume that strain acts on the orbitals alone. After removal of \(a\,t\), its matrix \(W\) is real, symmetric and traceless:

\[
W_{ii}=3b\left(e_{ii}-\frac t3\right),\qquad W_{ij}=\sqrt3\,d\,e_{ij}\quad(i\neq j).
\]

To confirm the constants, take

\[
\left|\tfrac32\right\rangle=-\frac{X+iY}{\sqrt2}\uparrow,\quad
\left|\tfrac12\right\rangle=\sqrt{\tfrac23}\,Z\uparrow-\frac{X+iY}{\sqrt6}\downarrow,\quad
\left|-\tfrac12\right\rangle=\frac{X-iY}{\sqrt6}\uparrow+\sqrt{\tfrac23}\,Z\downarrow .
\]

Then

\[
\begin{aligned}
\langle\tfrac32|W|\tfrac32\rangle&=\tfrac12(W_{xx}+W_{yy})=-\tfrac12W_{zz}=F,\\
\langle\tfrac32|W|\tfrac12\rangle&=-\tfrac1{\sqrt3}(W_{xz}-iW_{yz})=G,\\
\langle\tfrac32|W|-\tfrac12\rangle&=-\tfrac1{\sqrt{12}}(W_{xx}-W_{yy}-2iW_{xy})=I .
\end{aligned}
\]

Symmetry allows no further constants, so the whole quartet block of \(W\) is \(M\). For 200 random strains, diagonalizing this projected block reproduced \(a\,t\pm R\) to rounding error.

**The split-off block.** The \(J=1/2\) states are \([Z\uparrow+(X+iY)\downarrow]/\sqrt3\) and \([(X-iY)\uparrow-Z\downarrow]/\sqrt3\). For any real symmetric orbital matrix \(A\), the first has expectation value \((A_{zz}+A_{xx}+A_{yy}+iA_{xy}-iA_{yx})/3=\mathrm{Tr}A/3\), and the second has the same. The element between them is \([A_{zx}-iA_{zy}-A_{xz}+iA_{yz}]/3=0\). The block of \(A\) is thus \(\mathrm{Tr}A/3\) times the unit matrix.

Let \(T\) be the \(4\times2\) block of \(W\) that couples the quartet to the split-off states. Apply the rule to \(W\), \(W^2\) and \(W^3\). The block of \(W\) is zero, so every path that starts and ends in the split-off doublet must pass through the quartet:

\[
T^\dagger T=\tfrac13\mathrm{Tr}W^2\,\mathbf 1=2R^2\,\mathbf 1,\qquad T^\dagger MT=\tfrac13\mathrm{Tr}W^3\,\mathbf 1=\det W\,\mathbf 1 .
\]

The first uses \(\sum_i(e_{ii}-t/3)^2=\tfrac13\sum_{i<j}(e_{ii}-e_{jj})^2\), which gives \(\mathrm{Tr}W^2=3b^2\sum_{i<j}(e_{ii}-e_{jj})^2+6d^2\sum_{i<j}e_{ij}^2=6R^2\). The second uses \(\mathrm{Tr}W^3=3\det W\), valid for a traceless \(3\times3\) matrix.

**The shifts.** To second order the split-off doublet moves by \(-2R^2/\Delta\), and the quartet gains the matrix \(TT^\dagger/\Delta\). By time reversal this matrix is a number within each doublet, namely \(c_\pm=\mathrm{Tr}(P_\pm TT^\dagger)/(2\Delta)\ge0\). From \(P_++P_-=1\) and \(P_+-P_-=M/R\),

\[
c_++c_-=\frac{\mathrm{Tr}\,T^\dagger T}{2\Delta}=\frac{2R^2}\Delta,\qquad c_+-c_-=\frac{\mathrm{Tr}\,T^\dagger MT}{2R\Delta}=\frac{\det W}{R\Delta}.
\]

The splitting of the two upper doublets becomes

\[
\delta E=2R+\frac{\det W}{R\Delta}+O\!\left(\frac{R^3}{\Delta^2}\right).
\]

As \(c_\pm\) are not negative, the correction is at most \(2R^2/\Delta\) in size, a fraction \(R/\Delta\) of \(2R\). Tetragonal strain reaches this bound: \(W=\mathrm{diag}(F,F,-2F)\) and \(\det W=-2F^3\). The splitting shrinks if \(F>0\) and grows if \(F<0\).

**Consequence for computing \(b\) and \(d\).** The determinant changes sign with the strain while \(R\) does not. Averaging the splittings at \(+e\) and \(-e\) therefore removes the leading correction. For a single shear \(e_{xy}\) the determinant vanishes, and one cell gives \(|d|\) free of it. Terms of order \(R^3/\Delta^2\) remain, so both recipes need \(R\ll\Delta\). With the silicon inputs used below, the six-band splitting under a single shear of 0.5% or 1%, read with the four-band formula, gives \(|d|\) too small by 7% or 11%, and averaging at \(|e_{zz}-e_{xx}|=1\%\) gives \(|b|\) too small by 11%. The sign of \(b\) follows from the character of the upper doublet under tetragonal strain. The sign of \(d\) follows from three equal shears \(s\), where \(\det W=2(\sqrt3\,ds)^3\): of the two splittings at \(+s\) and \(-s\), the larger belongs to \(ds>0\). The correction has size \(6d^2s^2/\Delta\). Terms quadratic in strain, omitted here, act at the same order \(s^2\), so in a real crystal the rule holds only if \(6d^2/\Delta\) is large against their coefficients. It is about 3400 eV for the silicon inputs below, but the rule can fail when \(|d|\) is small and \(\Delta\) is large.

**The opposite limit.** If \(\Delta\ll R\), the levels approach the eigenvalues of \(W\), each doubled by spin. Tetragonal strain then separates the top two doublets by \(3|F|\) if \(F<0\), and by nothing to this order if \(F>0\). The four-band value \(2|F|\) is wrong in both cases.

## Silicon under uniaxial stress

Take model inputs of the size found in silicon, fixed by choice so that the example can be reproduced; a third digit is no claim about a measurement: \(b=-2.2\) eV, \(d=-5.0\) eV, \(\Delta=44\) meV, and \(C_{11},C_{12},C_{44}=166,64,80\) GPa. For stress \(\sigma\) along a unit vector \(\mathbf n\), cubic elasticity reads \(\sigma n_i^2=(C_{11}-C_{12})e_{ii}+C_{12}t\) and \(\sigma n_in_j=2C_{44}e_{ij}\). Subtracting two diagonal equations removes \(t\):

\[
e_{ii}-e_{jj}=\frac{\sigma(n_i^2-n_j^2)}{C_{11}-C_{12}},\qquad e_{ij}=\frac{\sigma n_in_j}{2C_{44}} .
\]

Let \(q=\sum_{i<j}n_i^2n_j^2\). Since \(\sum_in_i^4=1-2q\), we have \(\tfrac12\sum_{i<j}(n_i^2-n_j^2)^2=1-3q\), and

\[
R^2=\sigma^2\left[\frac{b^2(1-3q)}{(C_{11}-C_{12})^2}+\frac{d^2q}{4C_{44}^2}\right].
\]

**Compression of 100 MPa along [110].** The strains are \(e_{xx}=e_{yy}=-2.768\times10^{-4}\), \(e_{zz}=2.134\times10^{-4}\) and \(e_{xy}=-3.125\times10^{-4}\). Then

\[
F=(-2.2\ \mathrm{eV})(-4.902\times10^{-4})=1.08\ \mathrm{meV},\quad |I|=(5.0\ \mathrm{eV})(3.125\times10^{-4})=1.56\ \mathrm{meV},\quad G=0,
\]

\[
R=\sqrt{1.08^2+1.56^2}\ \mathrm{meV}=1.90\ \mathrm{meV},\qquad 2R=3.80\ \mathrm{meV},
\]

or 0.92 THz after division by \(h\). The weight of \(J_z=\pm\tfrac32\) in the upper doublet is \((1+1.08/1.90)/2=0.78\).

For the correction, \(W_{xx}=W_{yy}=F\), \(W_{zz}=-2F\) and \(|W_{xy}|=\sqrt3|I|=2.71\) meV. Hence \(\det W=-2F(F^2-W_{xy}^2)\approx13.3\ \mathrm{meV}^3\), and \(\det W/(R\Delta)\approx0.16\) meV. The corrected splitting is 3.96 meV; six-band diagonalization gives 3.95 meV. Under 100 MPa tension the six-band value is 3.63 meV. The mean of the two is 3.79 meV, close to \(2R\), as the sign rule requires.

**Direction, at fixed stress of −100 MPa.** The four-band splittings are 4.31 meV for [001], 3.80 for [110], 3.61 for [111] and 3.80 for [123]. The equality of [110] and [123] is no accident: both have \(q=\tfrac14\), and \(R\) depends on direction through \(q\) alone. For these parameters \(R^2\) falls linearly with \(q\), from [001] at \(q=0\) to [111] at \(q=\tfrac13\).

**At 1 GPa along [110].** Now \(R/\Delta=0.43\). The four-band model gives 38 meV for either sign of stress. The six-band result is 48 meV in compression and 21 meV in tension, so relative to it the four-band value is 20% too small and 77% too large. The corrected formula gives 54 and 22 meV, which shows that higher orders matter, above all in compression.

## Reading the numbers for a device

A stress of 100 MPa is of the order reached by bending a wafer; stressed transistor channels can reach roughly 1 GPa. At the lower stress the split-off band changes the splitting by about 4 to 5%, less than the uncertainty of rough deformation potentials. If \(b\) and \(d\) both change by 10%, so does \(2R\). At the higher stress the assumption \(R\ll\Delta\) fails, and the split-off band must be included. The six-band model still omits terms quadratic in strain, whose coefficients are not determined here. Even a coefficient of \(10|d|\) would make them only about 5 µeV at 100 MPa along [110], and about 0.5 meV at 1 GPa.

Temperature limits the use of the result more severely. At 300 K, \(k_BT=26\) meV, far above 3.8 meV. Define a thermal wavevector by \(\hbar^2\gamma_1k^2/(2m)=k_BT\), with Luttinger parameters chosen as model inputs in the same way, \(\gamma_1,\gamma_2,\gamma_3=4.3,0.34,1.45\). This gives \(k=0.40\ \mathrm{nm}^{-1}\). There the unstrained four-band Luttinger matrix already separates heavy and light holes by about 8 meV along [001], 30 meV along [110] and 35 meV along [111]. The last two are comparable with \(\Delta\), so they are sizes and not accurate energies. The zone-centre splitting thus locates the band edges, but hole populations and transport at room temperature require the strained bands at finite \(\mathbf k\). Confinement in a channel adds its own splitting, which is not estimated here. The full set of values is in the numerical output.

## Numbers as computed

```
TESTS
invariants with time reversal: 3
invariants without time reversal: 4
largest level error, 200 strains: 6.9e-15 (test units)
SILICON, ROUGH INPUTS
b = -2.2 eV, d = -5.0 eV
spin-orbit gap = 44 meV
C11, C12, C44 = 166, 64, 80 GPa
Luttinger parameters = 4.3, 0.34, 1.45
STRESS -100 MPa ALONG [110]
e_xx = e_yy = -2.768 x 1e-4
e_zz = 2.134 x 1e-4
e_xy = -3.125 x 1e-4
F = 1.078 meV
|G| = 0.000 meV
|I| = 1.562 meV
R = 1.899 meV
splitting 2R = 3.797 meV
numerical four-band splitting = 3.797 meV
splitting / h = 0.918 THz
Jz=+-3/2 weight, upper doublet = 0.784
SPLITTINGS IN meV: four-band, corrected, six-band
[001] -100 MPa: 4.314, 4.525, 4.514
[110] -100 MPa: 3.797, 3.956, 3.949
[111] -100 MPa: 3.608, 3.756, 3.750
[123] -100 MPa: 3.797, 3.959, 3.952
[110] 100 MPa: 3.797, 3.638, 3.631
[110] -1000 MPa: 37.971, 53.879, 47.524
[110] 1000 MPa: 37.971, 22.063, 21.411
NEGLECTED EFFECTS
R / spin-orbit gap at 100 MPa = 0.0431
R / spin-orbit gap at 1 GPa = 0.4315
|d| x (largest strain)^2 = 0.49 ueV
kT at 300 K = 25.85 meV
thermal wavevector = 0.397 1/nm
heavy-light splitting, thermal k [001] = 8.18 meV
heavy-light splitting, thermal k [110] = 30.47 meV
heavy-light splitting, thermal k [111] = 34.87 meV
```
